# Continuous ferromagnetism for contact repulsion, a jump for Coulomb repulsion: a program that tests the result

```python
"""
Mean-field ferromagnetism of a uniform spin-1/2 Fermi gas at zero temperature.
Result under test: with contact repulsion g = 4 pi a the polarization zeta grows
continuously from zero at kF a = pi/2; with Coulomb repulsion it jumps from 0 to 1.
Units hbar = m = 1 (hartree atomic units for the Coulomb gas).
kf: Fermi wavenumber of the unpolarized gas, density n = kf^3/(3 pi^2)
zeta: (n_up - n_down)/n;  x: the product kF a;  EF = kf^2/2
rs: radius of the sphere holding one electron, in bohr
Energies are built from momentum-space integrals over filled Fermi spheres and
compared with the closed formulas.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants

pi = np.pi
HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
nodes, weights = np.polynomial.legendre.leggauss(8)
nodes, weights = (nodes + 1) / 2, weights / 2


def integrate(f, low, high):
    """Gauss quadrature; exact here because the integrands are polynomials."""
    width = high - low
    return width * sum(w * f(low + width * s) for s, w in zip(nodes, weights))


def sphere_overlap(q, k):
    """Common volume of two spheres of radius k with centres q apart."""
    return integrate(lambda z: 2 * pi * (k**2 - z**2), q / 2, k)


def energy_from_definition(zeta, kf, q2v, v_zero):
    """Energy per particle of the determinant; q2v(q) is q^2 times v(q)."""
    n = kf**3 / (3 * pi**2)
    total = 0.5 * v_zero * n**2
    for sign in (1, -1):
        k = kf * np.cbrt(1 + sign * zeta)
        kinetic = integrate(lambda p: 4 * pi * p**2 * p**2 / 2, 0, k) / (2 * pi)**3
        exchange = -0.5 * integrate(
            lambda q: 4 * pi * q2v(q) * sphere_overlap(q, k), 0, 2 * k) / (2 * pi)**6
        total = total + kinetic + exchange
    return total / n


def contact(zeta, x, kf=1.0):
    """Contact gas, energy per particle in units of EF."""
    g = 4 * pi * x / kf
    return energy_from_definition(zeta, kf, lambda q: g * q**2, g) / (kf**2 / 2)


def coulomb(zeta, kf):
    """Coulomb gas with neutralizing background, hartree per electron."""
    return energy_from_definition(zeta, kf, lambda q: 4 * pi, 0.0)


def power_mean(zeta, p):
    return ((1 + zeta)**p + (1 - zeta)**p) / 2


def lowest(energy):
    """Global minimum over 0 <= zeta <= 1: grid search, then refinement."""
    grid = np.linspace(0, 1, 1001)
    i = int(np.argmin(energy(grid)))
    if i in (0, 1000):
        return float(grid[i])
    return float(minimize_scalar(energy, bounds=(grid[i - 1], grid[i + 1]),
                                 method="bounded", options={"xatol": 1e-10}).x)


def count_minima(energy):
    e = np.concatenate(([np.inf], energy(np.linspace(0, 1, 201)), [np.inf]))
    return int(np.sum((e[1:-1] < e[:-2]) & (e[1:-1] < e[2:])))


def quadratic_coefficient(energy, h=0.01):
    return (energy(h) - energy(0.0)) / h**2


def quartic_coefficient(energy, h=0.03):
    return (energy(2 * h) - 4 * energy(h) + 3 * energy(0.0)) / (12 * h**4)


def end_slope(energy, h=1e-9):
    return (energy(1.0) - energy(1.0 - h)) / h


def rs_of(kf):
    return (9 * pi / 4)**(1 / 3) / kf


# Closed energy formulas against the integrals, also at another density
for z in (0.0, 0.35, 0.8, 1.0):
    for x in (0.5, 1.7):
        formula = 0.6 * power_mean(z, 5 / 3) + 2 * x / (3 * pi) * (1 - z**2)
        assert abs(contact(z, x) - formula) < 1e-12
        assert abs(contact(z, x, kf=0.3) - formula) < 1e-12
    for kf in (0.2, 0.9):
        formula = (0.3 * kf**2 * power_mean(z, 5 / 3)
                   - 3 * kf / (4 * pi) * power_mean(z, 4 / 3))
        assert abs(coulomb(z, kf) - formula) < 1e-12

# Taylor coefficients behind the global arguments, in exact arithmetic
s = sp.symbols("s")


def even_coefficients(power):
    f = (1 + s)**power
    return [sp.diff(f, s, 2 * k).subs(s, 0) / sp.factorial(2 * k) for k in range(1, 11)]


kin = even_coefficients(sp.Rational(5, 3))
exc = even_coefficients(sp.Rational(4, 3))
ratios = [b / a for a, b in zip(kin, exc)]
assert all(c > 0 for c in kin + exc)
assert all(r2 > r1 for r1, r2 in zip(ratios, ratios[1:]))

# Contact gas: onset, quartic term, saturation, end-state comparison
x_onset = brentq(lambda x: quadratic_coefficient(lambda z: contact(z, x)), 1, 2)
assert abs(x_onset - pi / 2) < 1e-4
quartic_contact = quartic_coefficient(lambda z: contact(z, pi / 2))
assert abs(quartic_contact * 81 - 1) < 5e-3
x_full = brentq(lambda x: end_slope(lambda z: contact(z, x)), 1.5, 2.5)
assert abs(x_full - 3 * pi * 2**(2 / 3) / 8) < 1e-4
x_ends = brentq(lambda x: contact(1.0, x) - contact(0.0, x), 1, 2)
assert abs(x_ends - 0.9 * pi * (2**(2 / 3) - 1)) < 1e-9
for x in np.linspace(1.0, 2.2, 25):
    assert count_minima(lambda z: contact(z, x)) == 1
assert lowest(lambda z: contact(z, 1.55)) == 0.0
assert lowest(lambda z: contact(z, 1.90)) == 1.0

# Contact gas: minimized polarization against the stationarity formula
table = []
for x in (1.58, 1.60, 1.65, 1.70, 1.80, 1.85):
    z = lowest(lambda y: contact(y, x))
    x_back = 3 * pi / (8 * z) * ((1 + z)**(2 / 3) - (1 - z)**(2 / 3))
    assert abs(x_back - x) < 1e-5
    table.append((x, z))
near = []
for excess in (1e-2, 1e-3, 1e-4):
    z = lowest(lambda y: contact(y, pi / 2 * (1 + excess)))
    near.append((excess, z, z**2 / excess))
assert abs(near[-1][2] / 13.5 - 1) < 5e-3

# Coulomb gas: equal end energies, stability limits, sign of quartic term
kf_jump = brentq(lambda k: coulomb(1.0, k) - coulomb(0.0, k), 0.1, 1)
assert abs(kf_jump - 5 / (2 * pi * (1 + 2**(1 / 3)))) < 1e-9
kf_unpol = brentq(lambda k: quadratic_coefficient(lambda z: coulomb(z, k)), 0.1, 1)
assert abs(kf_unpol - 1 / pi) < 1e-4
# the slope at zeta = 1 converges only as the cube root of the step (1e-3 here)
kf_pol = brentq(lambda k: end_slope(lambda z: coulomb(z, k)), 0.2, 1)
kf_pol_formula = 2**(2 / 3) / pi
assert abs(kf_pol / kf_pol_formula - 1) < 2e-3
quartic_coulomb = quartic_coefficient(lambda z: coulomb(z, 1 / pi))
assert abs(quartic_coulomb * (-108 * pi**2) - 1) < 5e-3
for kf in np.linspace(0.1, 1.0, 60):
    assert lowest(lambda z: coulomb(z, kf)) == (1.0 if kf < kf_jump else 0.0)
assert count_minima(lambda z: coulomb(z, kf_jump)) == 2
z_top = lowest(lambda z: -coulomb(z, kf_jump))
barrier = coulomb(z_top, kf_jump) - coulomb(0.0, kf_jump)
assert 0 < z_top < 1 and barrier > 0

# Cause: keep only the quadratic part of Coulomb exchange, just past kF = 1/pi
kf_past = 1 / (1.001 * pi)
z_quadratic = lowest(lambda z: energy_from_definition(z, kf_past, lambda q: 0.0, 0.0)
                     - kf_past / (6 * pi) * z**2)
z_complete = lowest(lambda z: coulomb(z, kf_past))
assert abs(z_quadratic - near[1][1]) < 1e-4 and z_complete == 1.0

print("CONTACT GAS (energies per particle in EF)")
print(f"onset kF a, from curvature of integrals = {x_onset:.5f}")
print(f"pi/2 = {pi / 2:.5f}")
print(f"quartic coefficient at onset, numerical = {quartic_contact:.5f} EF")
print(f"1/81 = {1 / 81:.5f} EF")
print(f"full polarization at kF a = {x_full:.4f}")
print(f"equal energies of zeta=0 and zeta=1 at kF a = {x_ends:.4f}")
for x, z in table:
    print(f"kF a = {x:.2f}: zeta = {z:.4f}")
for excess, z, ratio in near:
    print(f"2 kF a/pi - 1 = {excess:.0e}: zeta = {z:.4f}, zeta^2/excess = {ratio:.3f}")
z17 = table[3][1]
print(f"kF a = 1.70: spin fractions = {(1 + z17) / 2:.4f}, {(1 - z17) / 2:.4f}")
for label, z in (("zeta=0", 0.0), ("best zeta", z17), ("zeta=1", 1.0)):
    print(f"kF a = 1.70: energy at {label} = {contact(z, 1.7):.5f} EF")
print("COULOMB GAS (energies per electron)")
for label, k in (("jump", kf_jump), ("zeta=0 stability limit", kf_unpol),
                 ("zeta=1 stability limit (formula)", kf_pol_formula)):
    print(f"{label}: kF = {k:.4f} 1/bohr, rs = {rs_of(k):.3f} bohr")
print(f"zeta=1 limit from numerical slope: kF = {kf_pol:.4f} 1/bohr")
print(f"quartic coefficient at kF=1/pi = {1000 * quartic_coulomb:.4f} mHa")
print(f"-1/(108 pi^2) = {-1000 / (108 * pi**2):.4f} mHa")
print(f"barrier top at the jump: zeta = {z_top:.4f}")
print(f"barrier height = {1000 * barrier:.4f} mHa = {barrier * HARTREE_MEV:.2f} meV")
for rs in (5.4, 5.5):
    k = rs_of(rs)
    e0, e1 = 1000 * coulomb(0.0, k), 1000 * coulomb(1.0, k)
    zmin = lowest(lambda z: coulomb(z, k))
    print(f"rs = {rs} bohr: kF = {k:.4f} 1/bohr, lowest zeta = {zmin:.0f}")
    print(f"rs = {rs} bohr: E(0) = {e0:.4f} mHa, E(1) = {e1:.4f} mHa")
print("CAUSE TEST at 1/(pi kF) = 1.001")
print(f"quadratic part of exchange only: zeta = {z_quadratic:.4f}")
print(f"complete exchange: zeta = {z_complete:.0f}")
print("done: every assertion held")
```

Output:

```
CONTACT GAS (energies per particle in EF)
onset kF a, from curvature of integrals = 1.57080
pi/2 = 1.57080
quartic coefficient at onset, numerical = 0.01236 EF
1/81 = 0.01235 EF
full polarization at kF a = 1.8701
equal energies of zeta=0 and zeta=1 at kF a = 1.6608
kF a = 1.58: zeta = 0.2770
kF a = 1.60: zeta = 0.4773
kF a = 1.65: zeta = 0.7248
kF a = 1.70: zeta = 0.8551
kF a = 1.80: zeta = 0.9758
kF a = 1.85: zeta = 0.9972
2 kF a/pi - 1 = 1e-02: zeta = 0.3579, zeta^2/excess = 12.812
2 kF a/pi - 1 = 1e-03: zeta = 0.1159, zeta^2/excess = 13.429
2 kF a/pi - 1 = 1e-04: zeta = 0.0367, zeta^2/excess = 13.493
kF a = 1.70: spin fractions = 0.9276, 0.0724
kF a = 1.70: energy at zeta=0 = 0.96075 EF
kF a = 1.70: energy at best zeta = 0.94920 EF
kF a = 1.70: energy at zeta=1 = 0.95244 EF
COULOMB GAS (energies per electron)
jump: kF = 0.3521 1/bohr, rs = 5.450 bohr
zeta=0 stability limit: kF = 0.3183 1/bohr, rs = 6.029 bohr
zeta=1 stability limit (formula): kF = 0.5053 1/bohr, rs = 3.798 bohr
zeta=1 limit from numerical slope: kF = 0.5050 1/bohr
quartic coefficient at kF=1/pi = -0.9397 mHa
-1/(108 pi^2) = -0.9382 mHa
barrier top at the jump: zeta = 0.7909
barrier height = 0.7282 mHa = 19.82 meV
rs = 5.4 bohr: kF = 0.3554 1/bohr, lowest zeta = 0
rs = 5.4 bohr: E(0) = -46.9527 mHa, E(1) = -46.7477 mHa
rs = 5.5 bohr: kF = 0.3489 1/bohr, lowest zeta = 1
rs = 5.5 bohr: E(0) = -46.7755 mHa, E(1) = -46.9715 mHa
CAUSE TEST at 1/(pi kF) = 1.001
quadratic part of exchange only: zeta = 0.1159
complete exchange: zeta = 1
done: every assertion held
```
